# Thermionic emission from the Landauer formula, with quantum reflection

## One channel

Take a wire so thin that electrons can move along it in one transverse mode. It ends at a potential step, beyond which an electron is free. I measure energy from the top of the step, the vacuum level. The chemical potential of the wire is then \(\mu=-W\), where \(W\) is the work function.

States moving towards the step have density \(2\,dk/2\pi\) per unit length, with 2 for spin, and velocity \(v=dE/(\hbar\,dk)\). Each is filled with probability \(f(E)=1/[e^{(E+W)/k_BT}+1]\) and crosses with probability \(\mathcal T(E)\). The magnitude of the current is

\[
I=e\int\frac{2\,dk}{2\pi}\,v\,f\,\mathcal T=\frac{2e}{h}\int dE\,\mathcal T(E)f(E),\qquad h=2\pi\hbar .
\]

The velocity has cancelled the density of states. This is the Landauer formula without its return term. In full, \(f\) is replaced by \(f-f_R\), where \(f_R\) belongs to the collector. For a collector at the same temperature, with its chemical potential lower by \(eV\),

\[
\frac{f_R}{f}=\frac{e^{(E+W)/k_BT}+1}{e^{(E+W+eV)/k_BT}+1}<e^{-eV/k_BT}+e^{-(E+W+eV)/k_BT}.
\]

Above the step both terms are small if \(eV\gg k_BT\) and \(W+eV\gg k_BT\). The second condition adds something only when \(W\) is negative. I assume both and drop \(f_R\).

Let the step pass every electron above its top and none below: \(\mathcal T=1\) for \(E>0\), and zero otherwise. Since \(-k_BT\ln[1+e^{-(E+W)/k_BT}]\) has derivative \(f(E)\),

\[
I=\frac{2e}{h}\,k_BT\,\ln\!\left(1+e^{-W/k_BT}\right).
\]

Two limits can be read at once. If \(W\gg k_BT\), then \(\ln(1+y)\approx y\) gives \(I\approx(2ek_BT/h)e^{-W/k_BT}\), an activated current. If instead the chemical potential lies far above the step, \(W=-\Delta\) with \(\Delta\gg k_BT\), the logarithm tends to \(\Delta/k_BT\) and \(I\to2e\Delta/h\). This is the current that a fully open channel, of conductance \(2e^2/h\), carries at a voltage \(\Delta/e\). A larger collector voltage adds nothing, because no electrons pass below the top of the step.

The one-channel prefactor is proportional to \(T\). A metal surface must supply the second power.

## Many channels

Let the surface be flat, so that the wave vector \(\mathbf k_t\) along it is conserved. Each \(\mathbf k_t\) labels one channel. In vacuum its energy splits as

\[
E=\varepsilon+E_t,\qquad E_t=\frac{\hbar^2k_t^2}{2m},
\]

where \(\varepsilon\) is the energy of motion along the normal. An electron can leave when \(\varepsilon>0\), not merely when \(E>0\). The step transmission is therefore a step in \(\varepsilon\).

Per unit area the number of channels is

\[
\frac{d^2k_t}{(2\pi)^2}=\frac{k_t\,dk_t}{2\pi}=\frac{m}{2\pi\hbar^2}\,dE_t ,
\]

because \(dE_t=\hbar^2k_t\,dk_t/m\). Summing the one-channel current gives the current density

\[
J=\frac{2e}{h}\,\frac{m}{2\pi\hbar^2}\int_0^\infty d\varepsilon\,\mathcal T(\varepsilon)\int_0^\infty \frac{dE_t}{e^{(\varepsilon+E_t+W)/k_BT}+1}.
\]

The inner integral is the one already done, with \(W\) replaced by \(W+\varepsilon\). The prefactor is \(2em/[(2\pi\hbar)(2\pi\hbar^2)]=em/(2\pi^2\hbar^3)\). Hence

\[
J=\frac{emk_BT}{2\pi^2\hbar^3}\int_0^\infty d\varepsilon\,\mathcal T(\varepsilon)\,\ln\!\left[1+e^{-(W+\varepsilon)/k_BT}\right].\tag{1}
\]

Write \(u=\varepsilon/k_BT\) and \(w=W/k_BT\), and set \(\mathcal T=1\). For \(w>0\) the logarithm can be expanded and integrated term by term:

\[
\int_0^\infty\! du\,\ln(1+e^{-w-u})=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n}e^{-nw}\int_0^\infty\! e^{-nu}du=\sum_{n=1}^\infty\frac{(-1)^{n+1}e^{-nw}}{n^2}.
\]

This sum is \(-\mathrm{Li}_2(-e^{-w})\), with \(\mathrm{Li}_2\) the dilogarithm. Its first two terms are \(e^{-w}(1-e^{-w}/4)\). For \(w\gg1\),

\[
J=A_0T^2e^{-W/k_BT},\qquad A_0=\frac{emk_B^2}{2\pi^2\hbar^3}=\frac{4\pi emk_B^2}{h^3}.\tag{2}
\]

This is the Richardson-Dushman law. The second form of \(A_0\) follows from \(\hbar^3=h^3/8\pi^3\).

The limit can be tested where it ought to fail. At \(W=k_BT\) the series gives \(J/(A_0T^2)=0.3386\), while the law gives \(e^{-1}=0.3679\), about 9% too much. For a metal with \(w\) above 30 the correction is far below anything measurable.

The two powers of \(T\) can also be seen by counting in the other order. At total energy \(E>0\) the open channels are those with \(E_t<E\), and there are \(mE/2\pi\hbar^2\) of them per unit area. For \(w\gg1\),

\[
J=\frac{2e}{h}\int_0^\infty dE\,\frac{mE}{2\pi\hbar^2}\,e^{-(E+W)/k_BT}
=\frac{2e}{h}\,\frac{m(k_BT)^2}{2\pi\hbar^2}\,e^{-W/k_BT},
\]

which is (2) again. One power of \(T\) is the width of the energy window; the other is the number of channels open within it.

## The constant, and whose mass it contains

In Gaussian units \(e=4.8032\times10^{-10}\) statC, \(m=9.1094\times10^{-28}\) g, \(k_B=1.38065\times10^{-16}\) erg/K and \(\hbar=1.05457\times10^{-27}\) erg s. Then

\[
A_0=\frac{emk_B^2}{2\pi^2\hbar^3}=3.603\times10^{11}\ \mathrm{statA\,cm^{-2}K^{-2}} .
\]

One ampere is \(2.998\times10^9\) statA, so

\[
A_0=120.2\ \mathrm{A\,cm^{-2}K^{-2}} .
\]

The mass here is that of the free electron, although the electrons come from a metal whose band mass may differ. To see why, count inside the metal:

\[
J=2e\int\frac{d^2k_t}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x f\,\mathcal T .
\]

At fixed \(\mathbf k_t\), \(v_x\,dk_x=dE/\hbar\) for any band. The inner mass disappears from the integrand, and the limits are set by the vacuum condition \(E>\hbar^2k_t^2/2m\). The argument needs the metal to have a state moving outwards for every open vacuum channel. For an isotropic band of mass \(m_i\), with its bottom at \(-V_0\), this means

\[
E+V_0>\frac{\hbar^2k_t^2}{2m_i}=\frac{m}{m_i}E_t .
\]

Since \(E>E_t\), the condition holds for \(m_i\ge m\). For \(m_i<m\) it holds whenever \((m/m_i-1)E_t<V_0\), which covers thermal values of \(E_t\) unless the band is very light or very shallow. The inner mass can still enter through reflection.

## An abrupt edge reflects

A wave can be reflected even when its energy lies above the step. Formula (1) already contains \(\mathcal T(\varepsilon)\). For \(w\gg1\) the logarithm becomes \(e^{-w-u}\), and

\[
J=A_0T^2e^{-W/k_BT}\langle\mathcal T\rangle,\qquad
\langle\mathcal T\rangle=\int_0^\infty du\,e^{-u}\,\mathcal T(uk_BT).\tag{3}
\]

Start with the simplest edge: potential \(-V_0\) inside, zero outside, and the same mass on both sides. The normal wave numbers are \(k=\sqrt{2m(\varepsilon+V_0)}/\hbar\) and \(q=\sqrt{2m\varepsilon}/\hbar\). With \(e^{ikx}+re^{-ikx}\) inside and \(se^{iqx}\) outside, continuity of the wave and its slope at \(x=0\) gives

\[
1+r=s,\qquad k(1-r)=qs\quad\Rightarrow\quad r=\frac{k-q}{k+q},\qquad \mathcal T=1-r^2=\frac{4kq}{(k+q)^2}.
\]

Near threshold \(q\ll k\), so \(\mathcal T\approx4q/k\approx4\sqrt{\varepsilon/V_0}\). With \(\theta=k_BT/V_0\ll1\),

\[
\langle\mathcal T\rangle\approx4\sqrt\theta\int_0^\infty\sqrt u\,e^{-u}du=2\sqrt{\pi\theta},
\]

because the integral is \(\sqrt\pi/2\). In this model \(J\) varies as \(T^{5/2}e^{-W/k_BT}\) at leading order.

The average can also be done in full. Put \(\varepsilon=V_0\sinh^2(y/2)\), so that \(\varepsilon+V_0=V_0\cosh^2(y/2)\). Then

\[
r=\frac{\cosh(y/2)-\sinh(y/2)}{\cosh(y/2)+\sinh(y/2)}=e^{-y},\qquad\mathcal T=1-e^{-2y}.
\]

With \(a=1/(2\theta)\), the identity \(2\sinh^2(y/2)=\cosh y-1\) gives \(u=a(\cosh y-1)\). Integrate (3) by parts. The boundary term vanishes, since \(\mathcal T=0\) at \(u=0\) and \(e^{-u}\to0\) at infinity:

\[
\langle\mathcal T\rangle=\int e^{-u}\,d\mathcal T
=2e^a\int_0^\infty dy\,e^{-a\cosh y}(\cosh2y-\sinh2y).
\]

The first part is the integral form of the modified Bessel function \(K_2(a)\). In the second, \(\sinh2y=2\sinh y\cosh y\), and \(c=\cosh y\) turns it into \(2\int_1^\infty c\,e^{-ac}dc=2e^{-a}(1/a+1/a^2)\). Since \(1/a=2\theta\),

\[
\langle\mathcal T\rangle=2e^aK_2(a)-8\theta-16\theta^2.\tag{4}
\]

Test both ends. For a deep well \(a\) is large and \(K_2(a)\approx\sqrt{\pi/2a}\,e^{-a}(1+15/8a)\), so

\[
\langle\mathcal T\rangle\approx2\sqrt{\pi\theta}\left(1+\tfrac{15}{4}\theta\right)-8\theta-16\theta^2 ,
\]

which starts with the term found above. For a vanishing well \(a\to0\) and \(K_2(a)\approx2/a^2-1/2\). Then \(2e^aK_2\to4/a^2+4/a+1\). The first two terms cancel against \(16\theta^2=4/a^2\) and \(8\theta=4/a\), leaving \(\langle\mathcal T\rangle\to1\), as it must when there is no edge.

## An image tail reflects much less

The potential outside a metal does not jump. An electron at distance \(x\) from the image plane has the image energy \(-e^2/4x\). I join this tail to the flat interior where the two are equal, at

\[
x_0=\frac{e^2}{4V_0}.
\]

This is still a model, with a kink at \(x_0\), but its long-range part is right for a clean metal.

Begin at zero normal energy, where the abrupt edge reflects everything. Outside,

\[
\psi''+\frac{\beta}{x}\psi=0,\qquad \beta=\frac{me^2}{2\hbar^2}.
\]

Try \(\psi=zH_1(z)\) with \(z=2\sqrt{\beta x}\) and \(H_n=J_n+iY_n\), the Hankel function of the first kind. Use \(d(zH_1)/dz=zH_0\), \(H_0'=-H_1\) and \(dz/dx=2\beta/z\):

\[
\psi'=2\beta H_0,\qquad \psi''=-\frac{4\beta^2}{z}H_1=-\frac{4\beta^2}{z^2}\psi=-\frac{\beta}{x}\psi .
\]

So it is a solution, and its phase grows as \(e^{iz}\) at large \(x\): it is the outgoing wave. Let \(k_0=\sqrt{2mV_0}/\hbar\). The definition of \(x_0\) gives \(k_0^2=\beta/x_0\), so at the joint \(z=t=2k_0x_0\) and

\[
\frac{\psi'}{\psi}=\frac{2\beta}{t}\frac{H_0(t)}{H_1(t)}=k_0\eta_0,\qquad \eta_0=\frac{H_0(t)}{H_1(t)} .
\]

Inside, with phases counted from \(x_0\), the same ratio is \(ik_0(1-r)/(1+r)\). Equating them gives \(r=(i-\eta_0)/(i+\eta_0)\), and therefore

\[
\mathcal T_0=1-|r|^2=\frac{4\,\mathrm{Im}\,\eta_0}{|i+\eta_0|^2}.
\]

The Wronskian \(J_1Y_0-J_0Y_1=2/\pi t\) gives \(\mathrm{Im}\,\eta_0=2/(\pi t|H_1|^2)\). It also gives \(|H_0+iH_1|^2=|H_0|^2+|H_1|^2+4/\pi t\). Thus

\[
\mathcal T_0=\frac{8/\pi t}{|H_0(t)|^2+|H_1(t)|^2+4/\pi t}.\tag{5}
\]

For large \(t\) each \(|H_n|^2\) tends to \(2/\pi t\), and \(\mathcal T_0\to1\). For small \(t\), \(|H_1|^2\approx4/\pi^2t^2\) dominates, and \(\mathcal T_0\approx2\pi t\to0\). Since \(t\propto V_0^{-1/2}\), a very deep well reflects strongly. It does not turn into the abrupt edge: the ratio of \(2\pi t\) to the abrupt mean \(2\sqrt{\pi\theta}\) is \(t\sqrt{\pi/\theta}\), which does not depend on \(V_0\) and is about 17 at 1800 K.

Transmission is finite at threshold because the tail keeps the electron moving. The local wave number is \(\kappa=\sqrt{\beta/x}\), and its relative change per unit phase, \(|\kappa'|/\kappa^2=1/(2\sqrt{\beta x})\), falls with distance. Reflection therefore comes from the region near the joint, not from the far tail.

At \(\varepsilon>0\), set \(\rho=qx\) and \(\nu=-me^2/(4\hbar^2q)\). The equation is \(d^2\psi/d\rho^2+(1-2\nu/\rho)\psi=0\). Writing \(\psi=e^{i\rho}\rho\,g(\zeta)\) with \(\zeta=-2i\rho\) turns it into Kummer's equation,

\[
\zeta g''+(2-\zeta)g'-(1+i\nu)g=0 .
\]

The solution \(g=U(1+i\nu,2,\zeta)\) falls as \(\zeta^{-1-i\nu}\), so \(\psi\) has the outgoing phase \(\rho-\nu\ln\rho\). With \(L=\psi'/\psi\) at \(x_0\), the reflection amplitude is \(r=(ik-L)/(ik+L)\). The average (3) is then done numerically, by Gauss-Laguerre quadrature.

## A hot platinum surface

Take platinum at 1800 K, below its melting point, with a rough work function of 5.6 eV at that temperature. The well depth 14.6 eV is a rough free-electron stand-in for its bands. With \(k_BT=0.1551\) eV, \(w=36.10\) and

\[
J=(3.894\times10^8)(2.093\times10^{-16})=8.15\times10^{-8}\ \mathrm{A/cm^2}
\]

for the step transmission. The exponential rules: the same formula gives \(7.1\times10^{-10}\) A/cm² at 1600 K and \(3.7\times10^{-6}\) A/cm² at 2000 K, with \(W\) held fixed.

For the abrupt edge \(\theta=0.1551/14.6=0.01062\). The leading estimate is \(2\sqrt{\pi\theta}=0.365\), and (4) gives 0.293. The current would be \(2.39\times10^{-8}\) A/cm².

For the image tail \(x_0=0.0247\) nm and \(t=0.965\). Formula (5) gives \(\mathcal T_0=0.951\), and the thermal average is 0.952. The current is \(7.76\times10^{-8}\) A/cm², or 5% below the step value. At this temperature the effective prefactor \(A_0\langle\mathcal T\rangle\) is 114 A cm⁻² K⁻², against 35 for the abrupt edge. The second value is not the intercept of a plot of \(\ln(J/T^2)\) against \(1/T\), because \(\langle\mathcal T\rangle\) for an abrupt edge itself grows with \(T\).

| \(V_0\) (eV) | abrupt edge | image tail |
|---|---|---|
| 10 | 0.340 | 0.966 |
| 14.6 | 0.293 | 0.952 |
| 20 | 0.258 | 0.939 |

The uncertain well depth thus moves the image result by one or two per cent. The joint lies at a distance well below an atomic spacing, where the image law itself is not reliable. The reflection arises near this joint, so the 5% loss describes the model and not platinum. Rounding the kink over a few hundredths of a nanometre lowers the loss to about 1% or less. The free-electron well also leaves out Bragg reflection, and a crystal face with a projected band gap at the vacuum level would reflect much more.

## What the model leaves out

Put the collector 1 mm away at 100 V. The return factor is \(e^{-645}\), so the current is saturated. Without contact potentials the field is \(F=1\) kV/cm, and three effects follow.

**Barrier lowering.** The potential energy \(-e^2/4x-eFx\) has zero slope at \(x_m=\tfrac12\sqrt{e/F}=60\) nm. There both terms equal \(-\tfrac12\sqrt{e^3F}\), so the barrier falls by \(\sqrt{e^3F}=0.0120\) eV. The current rises by \(e^{0.0120/0.1551}=1.08\). This 8% gain is larger than the loss by reflection.

**Tunnelling.** Near its top the barrier is an inverted parabola with \(m\omega^2=e^2/2x_m^3\), which gives \(\hbar\omega=5.0\times10^{-4}\) eV. At depth \(\delta\) below the top a parabola transmits the fraction \(1/(1+e^{2\pi\delta/\hbar\omega})\), and at height \(\delta\) above the top it reflects the same fraction. The gain and the loss carry the thermal weights \(e^{\delta/k_BT}\) and \(e^{-\delta/k_BT}\), so they cancel at leading order. With \(p=\hbar\omega/2\pi k_BT=5.2\times10^{-4}\) and \(s=2\pi\delta/\hbar\omega\), the net relative gain is

\[
p\int_0^\infty ds\,\frac{e^{ps}-e^{-ps}}{1+e^{s}}\approx2p^2\int_0^\infty\frac{s\,ds}{1+e^{s}}=\frac{\pi^2p^2}{6}\approx4.4\times10^{-7},
\]

because the last integral is \(\pi^2/12\). This figure belongs to an exact parabola. The image barrier is not symmetric about its top, and after so close a cancellation its asymmetry can outweigh this remainder and change its sign. The conclusion does not depend on the cancellation: the gain alone, without the loss, is about \(p\ln2=3.6\times10^{-4}\), which is negligible here.

**Space charge.** Electrons starting from rest have \(v=\sqrt{2e\phi/m}\), and Poisson's equation for the potential \(\phi\) is \(\phi''=4\pi J/v\). The trial form \(\phi=V(x/d)^{4/3}\), with zero field at the emitter, makes \(\phi''v\) constant and gives the Child limit

\[
J_C=\frac{1}{9\pi}\sqrt{\frac{2e}{m}}\,\frac{V^{3/2}}{d^2}=0.23\ \mathrm{A/cm^2}.
\]

The emitted current is only about \(3.5\times10^{-7}\) of this limit, so space charge can be ignored.

The work function matters far more. An error of 0.1 eV changes \(J\) by a factor of 1.9. If \(W=W_0+\alpha T\), then

\[
J=A_0\langle\mathcal T\rangle e^{-\alpha/k_B}\,T^2e^{-W_0/k_BT}.
\]

A plot of \(\ln(J/T^2)\) against \(1/T\) is still straight if \(\langle\mathcal T\rangle\) hardly varies, but its intercept contains \(e^{-\alpha/k_B}\). For an illustrative \(\alpha=10^{-4}\) eV/K, not a platinum value, this factor is 0.31. A measured prefactor well below 120 A cm⁻² K⁻² is therefore no proof of strong reflection.

A real platinum surface breaks the assumption of a single work function: it has crystal faces and adsorbed atoms, and patches of low \(W\) emit most per unit area. At 1800 K a very wide patch lower by 0.1 eV emits 1.9 times as much per unit area as its surroundings. The field between the patch and its surroundings is of order 0.1 V divided by the patch width, and it matches the applied 1 kV/cm at a width of about 1 µm. This field raises the barrier in front of the patch. A patch 5 to 10 µm wide keeps a factor of about 1.8 to 1.9, one near 1 µm loses a sizeable part of the gain, and one near 0.1 µm loses most of it. The current computed here is thus at best an order-of-magnitude estimate for clean platinum, since an error of 0.36 eV in \(W\) alone would change it tenfold. The 5% reflection loss is a statement about the image-tail model.
